# Spin Injection from the Boltzmann Equation: Valet-Fert Theory and Conductivity Mismatch

Two conductors meet at the plane $z=0$: conductor 1 fills $z<0$, conductor 2 fills $z>0$. A steady charge current density $J>0$ flows along $+z$. The electrons have charge $-e$ and spin $s=\pm$ along one fixed axis. Both electron gases are degenerate, the response is linear, and scattering is elastic and isotropic. For each spin the Fermi surface is isotropic, with Fermi velocity $v_s$ and density of states $N_s$ per volume and energy. Area resistances are given in $\mathrm{f\Omega\,m^2}=10^{-15}\ \Omega\,\mathrm{m^2}$, since atomic units are unnatural here.

## (a) From the Boltzmann equation to diffusion

**Derive the equations for the two spin currents and for the difference of the two electrochemical potentials. State what is neglected.**

Write $f_s=f_0+(-\partial f_0/\partial\varepsilon)\,g_s(z,u)$, where $u=\cos\theta$ is the direction cosine of the velocity. In an electrostatic potential $\phi$ the force is $e\phi'$. The linearized streaming terms are

$$v_su\left(-\frac{\partial f_0}{\partial\varepsilon}\right)g_s'+e\phi'v_su\frac{\partial f_0}{\partial\varepsilon}
=v_su\left(-\frac{\partial f_0}{\partial\varepsilon}\right)(g_s-e\phi)' .$$

So the field is absorbed by $h_s=g_s-e\phi$. Let $\langle\cdot\rangle=\frac12\int_{-1}^1du$ and $\mu_s=\langle h_s\rangle$. Spin-conserving scattering (time $\tau_s^c$) relaxes $h_s$ towards $\mu_s$, and spin-flip scattering (time $\tau_s^{sf}$) towards $\mu_{-s}$:

$$v_suh_s'=-\frac{h_s-\mu_s}{\tau_s^c}-\frac{h_s-\mu_{-s}}{\tau_s^{sf}} .$$

In the last term put $h_s-\mu_{-s}=(h_s-\mu_s)+(\mu_s-\mu_{-s})$. With $1/\tau_s=1/\tau_s^c+1/\tau_s^{sf}$,

$$v_suh_s'=-\frac{h_s-\mu_s}{\tau_s}-\frac{\mu_s-\mu_{-s}}{\tau_s^{sf}} .\tag{1}$$

The charge current is $j_s=-eN_sv_s\langle uh_s\rangle$. Detailed balance makes the flip rates equal in both directions, $N_+/\tau_+^{sf}=N_-/\tau_-^{sf}\equiv G$. Averaging (1) over $u$ removes the first term on the right. Multiplying by $-eN_s$ and defining $V_s=-\mu_s/e$ gives

$$j_s'=eG(\mu_s-\mu_{-s})=-e^2G(V_s-V_{-s}) .\tag{2}$$

The sum over spins vanishes, so charge is conserved. No diffusion approximation has entered (2).

Next multiply (1) by $u$ and average. Isotropic terms drop out, leaving $v_s\langle u^2h_s\rangle'=-\langle uh_s\rangle/\tau_s$. Since $u^2=(1+2P_2)/3$, with $P_2$ the second Legendre polynomial, $\langle u^2h_s\rangle=\mu_s/3+\frac23\langle P_2h_s\rangle$. Iterating (1) gives $h_s-\mu_s\approx-\lambda_su\mu_s'+\lambda_s^2u^2\mu_s''$ plus flip terms that are constant or linear in $u$ and so have no $P_2$ part, with mean free path $\lambda_s=v_s\tau_s$. The $P_2$ part is thus of order $\lambda_s^2\mu_s''$, small if $\mu_s$ varies over a length much longer than $\lambda_s$. Neglecting it,

$$\langle uh_s\rangle=-\frac{\lambda_s}{3}\mu_s',\qquad
j_s=-\sigma_sV_s',\qquad \sigma_s=\frac1{\rho_s}=\frac{e^2N_sv_s^2\tau_s}{3}.\tag{3}$$

Differentiating $V_s'=-\rho_sj_s$ and using (2), $V_s''=e^2G\rho_s(V_s-V_{-s})$. Subtracting the two spin equations gives, for $\Delta V=V_+-V_-$,

$$\Delta V''=\frac{\Delta V}{l^2},\qquad \frac1{l^2}=e^2G(\rho_++\rho_-).\tag{4}$$

Equations (2)–(4) are the Valet-Fert model, and $l$ is the spin diffusion length.

## (b) Towards the ballistic regime

**For equal spins, find the decay length without neglecting $P_2$. When does the diffusive mode cease to exist?**

Let $a=\tau/\tau^{sf}$. A pure spin accumulation has $h_-=-h_+$, so $\mu_+-\mu_-=2\mu_+$. Insert $h_+\propto e^{-z/l}$ into (1), multiply by $\tau$ and set $x=\lambda/l$:

$$-xuh_+=-h_++\mu_+-2a\mu_+\quad\Rightarrow\quad h_+=\frac{(1-2a)\mu_+}{1-xu}.$$

The average of $h_+$ must be $\mu_+$, and $\frac12\int_{-1}^1du/(1-xu)=\operatorname{artanh}(x)/x$. Hence

$$\frac{x}{\operatorname{artanh}x}=1-2a.\tag{5}$$

The left side is $1-x^2/3-4x^4/45-\dots$, so $x^2=6a(1-8a/5+\dots)$. Equation (4) gives $x^2=6a$, because $e^2G\rho_s=3a/\lambda^2$ for each spin. The decay length is therefore the Valet-Fert length times $1+4a/5+\dots$.

Solving (5) numerically at $a=0.1$ gives $l=1.41\lambda$, which is 9% above the Valet-Fert length. As $a\to1/2$, $x\to1$ and $l\to\lambda$. For larger $a$ equation (5) has no solution with $0<x<1$, so no mode outlasts $e^{-z/\lambda}$ and a diffusion equation for the spin loses its basis.

## (c) The interface

**A diffuse interface sends electrons out isotropically and does not flip spins. Find its resistance $r_s$, defined by $V_s(0^-)-V_s(0^+)=r_sj_s$, for use with the diffusion equations.**

Let $T_i$ be the transmission probability for spin $s$ arriving from side $i$, and suppress $s$. If both sides have equal $h$, no current may flow, so $N_1v_1T_1=N_2v_2T_2$. The flux arriving from one side carries the factor $\frac12\int_0^1u\,du=\frac14$. The Landauer conductance per area is thus $G_s=e^2N_2v_2T_2/4$, and its value for full transmission out of side $i$ is the Sharvin conductance $G_i^{Sh}=e^2N_iv_i/4$.

Let $\hat h_i=2\int_0^1u\,h_i\,du$ be the flux average of the electrons arriving from side $i$, with $u$ here measured towards the interface. The electrons leaving into side 2 have

$$h_2^{out}=T_2\hat h_1+(1-T_2)\hat h_2.\tag{6}$$

In the diffusive form, $h=\mu+3uw$ with $w=\langle uh\rangle$ and $u$ again measured along $+z$. Its hemispherical flux averages are $\mu\pm2w$ for $u>0$ and $u<0$. So $h_2^{out}=\mu_2+2w_2$, $\hat h_2=\mu_2-2w_2$ and $\hat h_1=\mu_1+2w_1$. Subtract $\hat h_2$ from both sides of (6):

$$4w_2=T_2(\mu_1-\mu_2+2w_1+2w_2)
\ \Rightarrow\ \mu_1-\mu_2=\frac{4w_2}{T_2}-2w_1-2w_2 .$$

The particle flux $F=N_1v_1w_1=N_2v_2w_2$ is continuous, $j=-eF$ and $V=-\mu/e$. Therefore $r_s=(\mu_1-\mu_2)/(e^2F)$, or

$$r_s=\frac1{G_s}-\frac12\left(\frac1{G_1^{Sh}}+\frac1{G_2^{Sh}}\right).\tag{7}$$

Since $T_i\le1$, $G_s$ cannot exceed the smaller Sharvin conductance, so $r_s\ge\frac12|1/G_1^{Sh}-1/G_2^{Sh}|$. Within this closure an open contact between conductors with unequal Sharvin conductances still has a resistance.

The linear form of $h$ fails within about a mean free path of the interface. Without spin flips in that layer, the half-space solution of (1) has $h_2^{out}=\mu_2+3qw_2$, where $\mu_2$ is extrapolated from far away and $q$ is the Hopf constant; numerically $q=0.7104$. The identity $w_2=(h_2^{out}-\hat h_2)/4$ then gives $\hat h_2=\mu_2-(4-3q)w_2$, and likewise $\hat h_1=\mu_1+(4-3q)w_1$. The factors 2 in $\mu_1-\mu_2$ become $4-3q=1.8687$. This is called the corrected closure below.

## (d) Polarization of the injected current

**Let $j_\pm=J(1\pm p)/2$. Find $p$ at the contact.**

Parametrize each bulk by $\rho_\pm=2\rho^*(1\mp\beta)$ and the interface by $r_\pm=2r_b(1\mp\gamma)$. Then $\rho^*=(\rho_++\rho_-)/4$ and $r_b=(r_++r_-)/4$. From $V_s'=-\rho_sj_s$,

$$\Delta V'=-\rho^*J\left[(1-\beta)(1+p)-(1+\beta)(1-p)\right]=-2\rho^*J(p-\beta).\tag{8}$$

Far from the contact $\Delta V\to0$ and $p\to\beta$. The decaying solutions are $\Delta V=Ae^{z/l_1}$ on the left and $\Delta V=Be^{-z/l_2}$ on the right. With the spin resistances $r_i=\rho_i^*l_i$, equation (8) at $z=0$ gives

$$A=2r_1(\beta_1-p)J,\qquad B=2r_2(p-\beta_2)J.\tag{9}$$

The same $p$ appears in both because the interface flips no spins. The algebra of (8) applied to $r_\pm$ gives the jump $A-B=r_+j_+-r_-j_-=2r_b(p-\gamma)J$. Dividing by $2J$,

$$r_1(\beta_1-p)+r_2(\beta_2-p)+r_b(\gamma-p)=0,\tag{10}$$

$$p=\frac{\beta_1r_1+\beta_2r_2+\gamma r_b}{r_1+r_2+r_b}.\tag{11}$$

The polarization is the mean of three asymmetries, weighted by resistance. An element whose resistance far exceeds the other two pulls $p$ close to its own asymmetry.

## (e) The spin-accumulation resistance

**Find the total contact resistance measured from far away, and separate the part caused by spin accumulation.**

A distant voltmeter extrapolates $\bar V=(\sigma_+V_++\sigma_-V_-)/(\sigma_++\sigma_-)$. This quantity obeys $J=-(\sigma_++\sigma_-)\bar V'$, so it is linear up to the interface. Since $\sigma_\pm/(\sigma_++\sigma_-)=(1\pm\beta)/2$,

$$\tfrac12(V_++V_-)=\bar V-\tfrac12\beta\,\Delta V .$$

Let $D=\bar V(0^-)-\bar V(0^+)$. Half the sum of the two interface laws is

$$D-\tfrac12\beta_1A+\tfrac12\beta_2B=\tfrac12(r_+j_++r_-j_-)=r_b(1-\gamma p)J .$$

Insert (9) and write $1-\gamma p=(1-\gamma^2)+\gamma(\gamma-p)$:

$$\frac DJ=r_b(1-\gamma^2)+r_{SI},\qquad
r_{SI}=\beta_1r_1(\beta_1-p)+\beta_2r_2(\beta_2-p)+\gamma r_b(\gamma-p).$$

The first term is the parallel combination $r_+r_-/(r_++r_-)$. Subtracting $p$ times (10) from $r_{SI}$ gives

$$r_{SI}=r_1(\beta_1-p)^2+r_2(\beta_2-p)^2+r_b(\gamma-p)^2\ge0.\tag{12}$$

The extra resistance is the resistance-weighted variance of the asymmetries times the total weight $r_1+r_2+r_b$. It vanishes when every element with nonzero weight prefers the same polarization. Writing the variance as a sum over pairs, for a ferromagnet F and a nonmagnetic conductor N ($\beta_1=\beta$, $\beta_2=0$),

$$r_{SI}=\frac{r_N(\beta^2r_F+\gamma^2r_b)+r_Fr_b(\beta-\gamma)^2}{r_F+r_N+r_b}.$$

For two identical ferromagnets with opposite magnetization and $r_b=0$, (11) gives $p=0$ and (12) gives $r_{SI}=2\beta^2r_F$.

## (f) Conductivity mismatch

**What limits $p$ for injection into N, and how can the limit be avoided?**

If the interface does not select spin ($\gamma=0$),

$$p=\frac{\beta r_F}{r_F+r_N+r_b}\le\frac{\beta r_F}{r_F+r_N}\qquad(\beta>0).\tag{13}$$

For $r_N\gg r_F$ the bound is close to $\beta r_F/r_N$. The spin current entering N needs an accumulation $2r_NpJ$, while by (9) the ferromagnet cannot supply more than $2r_F\beta J$ with $p\ge0$. A nonselective barrier lowers $p$ further.

A selective interface changes the numerator. For $r_b\gg r_F,r_N$, (11) gives $p\to\gamma$. For $\gamma>0$, setting $p=\gamma/2$ gives $2\beta r_F+2\gamma r_b=\gamma(r_F+r_N+r_b)$, so

$$r_b=r_N+r_F\left(1-\frac{2\beta}{\gamma}\right),\tag{14}$$

provided this is not negative. If $r_N$ far exceeds both $r_F$ and $|\beta|r_F/\gamma$, the barrier must roughly match the spin resistance of N.

An almost perfectly half-metallic ferromagnet is, in principle, another way out. With $\sigma=\sigma_++\sigma_-$, $\rho^*=1/[\sigma(1-\beta^2)]$, and (4) gives $r_F=\sqrt{\rho^*}/(2e\sqrt G)$. At fixed $\sigma$ and $G$ this grows without bound as $\beta\to1$, so the mismatch disappears in that limit. The growth is slow, however: $r_F\propto(1-\beta^2)^{-1/2}$, so raising $r_F$ a thousandfold from its value at $\beta=0.5$ requires $1-\beta\approx4\times10^{-7}$. This exponent is tied to holding $G$ fixed, whereas in a real half-metal $G$ falls together with the minority density of states. If $\sigma$ and $l_F$ are held fixed instead, $r_F=\rho^*l_F\propto(1-\beta^2)^{-1}$ and the thousandfold increase needs $1-\beta\approx4\times10^{-4}$. Either way, a merely high polarization does not remove a mismatch of that size. The limit is also a formal one: at fixed $\sigma$ and $G$ the diffusion length shrinks by the factor by which $r_F$ grows, so a ferromagnet with $l_F=79$ nm at $\beta=0.5$ would end at 0.08 nm, less than an atomic spacing.

## (g) Numbers

**Evaluate four contacts for round model parameters, and compare them with the Boltzmann equation.**

Both metals have the free-electron mass and $v=10^6$ m/s for both spins. The ferromagnet has $\tau_+=15$ fs, $\tau_-=5$ fs and $\tau^{sf}=5000$ fs. Thus $\beta=(15-5)/(15+5)=0.5$, $\lambda_\pm=15$ and 5 nm, and

$$\frac1{l_F^2}=\frac{3(0.003)}{15^2}+\frac{3(0.001)}{5^2}=1.6\times10^{-4}\ \mathrm{nm^{-2}},\qquad l_F=79\ \mathrm{nm}.$$

With $\rho_F^*=2.174\times10^{-7}\ \Omega\,$m, $r_F=17.18\ \mathrm{f\Omega\,m^2}$. The normal metal ($\tau=30$ fs, $\tau^{sf}=30$ ps) has $r_N=21.05\ \mathrm{f\Omega\,m^2}$.

The semiconductor has mass $0.1m_e$, density $10^{24}\ \mathrm{m^{-3}}$, $\tau=100$ fs and $\tau^{sf}=100$ ps. Its Fermi energy is 36.5 meV, so degeneracy requires low temperature. Here $\rho_N^*=3.549\times10^{-5}\ \Omega\,$m and $l_N=462$ nm give $r_N=16408\ \mathrm{f\Omega\,m^2}$, nearly a thousand times $r_F$.

**Ferromagnet and normal metal, open contact.** The Sharvin conductances are equal, so (7) gives $r_b=0$. Then $p=0.5(17.18)/(17.18+21.05)=0.225$ and $r_{SI}=0.25(17.18)(21.05)/38.23=2.37\ \mathrm{f\Omega\,m^2}$. The Boltzmann solution gives $p=0.224$ and a resistance of 2.52, so the diffusion resistance is 6% below it. The corrected closure gives 2.51: most of the difference comes from the fully transmitting interface, which still randomizes directions.

**Antiparallel ferromagnets, open contact.** Here $r_{SI}=2(0.25)(17.18)=8.59\ \mathrm{f\Omega\,m^2}$, against a Boltzmann resistance of 8.76.

**Ferromagnet and semiconductor, open contact.** This is an idealization: a real metal-semiconductor contact usually carries a Schottky barrier, and $\gamma=0$ holds here only because the model ferromagnet has the same $N_sv_s$ for both spins. The inverse Sharvin conductances per spin are 4.3 and $3389.2\ \mathrm{f\Omega\,m^2}$. With full transmission out of the semiconductor, $r_s=(3389.2-4.3)/2=1692.4$ and $r_b=2r_s/4=846.2\ \mathrm{f\Omega\,m^2}$. Hence

$$p=\frac{0.5(17.18)}{17.18+16408+846.2}=4.97\times10^{-4},$$

below the bound $5.23\times10^{-4}$ of (13). The Boltzmann value, $4.965\times10^{-4}$, differs from the diffusion result by about 0.2%. The contact resistance is less accurate: diffusion gives 850.5 and Boltzmann 906.2 $\mathrm{f\Omega\,m^2}$, a difference of 6%. It consists almost entirely of $r_b$ and so carries the full error of (7); the corrected closure gives 906.2. The absence of selectivity matters: lowering the transmission from the semiconductor from 1 to 0.99 for spin $-$ alone gives $r_b=854.8\ \mathrm{f\Omega\,m^2}$ and $\gamma=0.010$. This adds $\gamma r_b\approx8.6\ \mathrm{f\Omega\,m^2}$ to the numerator of (11), as much as the whole bulk term $\beta r_F=8.6$, and so about doubles $p$.

**The same pair with a selective barrier.** Let the transmissions from the semiconductor be 0.03 and 0.01. From (7), $r_+=3389.2/0.03-1696.8\approx1.113\times10^5$ and $r_-=3389.2/0.01-1696.8\approx3.372\times10^5\ \mathrm{f\Omega\,m^2}$. So $r_b=1.121\times10^5\ \mathrm{f\Omega\,m^2}$ and $\gamma=0.504$, and

$$p=\frac{8.6+0.504(1.121\times10^5)}{17.18+16408+1.121\times10^5}=0.44,$$

in agreement with the Boltzmann solution. With $\gamma$ held at this value, half of it would already be reached at $r_b=1.64\times10^4\ \mathrm{f\Omega\,m^2}$, by (14). At $J=10^7\ \mathrm{A/m^2}$ the accumulation in the semiconductor is $2r_NpJ=0.144$ mV; the corresponding energy is small compared with the Fermi energy, as linear response requires.

A sharper test uses two ferromagnets with unequal $N_s$ and $v_s$ and progressively weaker spin flips. Errors are relative to the Boltzmann values, and the larger of those in $p$ and in resistance is taken. When the flip rate falls from 0.01 to 0.001 of its initial value, the error with (7) drops from $8.0\times10^{-4}$ to $2.3\times10^{-4}$. This is close to the factor $\sqrt{10}$ expected of a fixed interface error beside spin resistances that grow as $l$. With the corrected closure it drops from $2.3\times10^{-5}$ to $2.1\times10^{-6}$, about in proportion to the flip rate. The numerical output lists these cases except the contact with transmission 0.99; it calls the corrected closure "exact closure".

## Numbers as computed

```
Hopf constant: integral 0.71045, angular modes 0.71045
interface closure factor: exact 1.8687, hemispherical-flux 2.0000
equal spins: a = tau/tau_sf, l/mean free path, l/l_ValetFert
  0.001  12.9203  1.00080
  0.010  4.1155  1.00809
  0.100  1.4076  1.09035
two ferromagnets: flip scale, largest relative error of p and R
  (hemispherical-flux closure, exact closure)
  1.000  6.60e-03  1.25e-03
  0.100  4.39e-03  4.51e-04
  0.010  8.03e-04  2.34e-05
  0.001  2.30e-04  2.06e-06
metals: mass 1 m_e, Fermi velocity 1.0e+06 m/s
semiconductor: mass 0.1 m_e, density 1.0e+24 m^-3
  Fermi velocity 3.581e+05 m/s, Fermi energy 36.5 meV
ferromagnet: tau+ 15 fs, tau- 5 fs, tau_sf 5000 fs
  mean free paths 15.00, 5.00 nm; l = 79.06 nm
  sigma = 6.1341e+06 S/m, rho* = 2.1736e-07 Ohm m, beta = 0.500
  r = 17.184 fOhm m^2, 1/G_Sharvin per spin = 4.347 fOhm m^2
normal metal: tau+ 30 fs, tau- 30 fs, tau_sf 30000 fs
  mean free paths 30.00, 30.00 nm; l = 387.30 nm
  sigma = 1.8402e+07 S/m, rho* = 5.4341e-08 Ohm m, beta = 0.000
  r = 21.046 fOhm m^2, 1/G_Sharvin per spin = 4.347 fOhm m^2
semiconductor: tau+ 100 fs, tau- 100 fs, tau_sf 100000 fs
  mean free paths 35.81, 35.81 nm; l = 462.37 nm
  sigma = 2.8179e+04 S/m, rho* = 3.5487e-05 Ohm m, beta = 0.000
  r = 16407.916 fOhm m^2, 1/G_Sharvin per spin = 3389.204 fOhm m^2
barrier transmissions from semiconductor: 0.03, 0.01
F|normal metal, open: r_b = 0.000 fOhm m^2, gamma = 0.0000
  p: diffusion 2.2474e-01, exact closure 2.2391e-01, Boltzmann 2.2417e-01
  r_SI = 2.3650 fOhm m^2; R: diffusion 2.3650,
  exact closure 2.5149, Boltzmann 2.5206 fOhm m^2
F|F antiparallel, open: r_b = 0.000 fOhm m^2, gamma = 0.0000
  p: diffusion 0.0000e+00, exact closure 0.0000e+00, Boltzmann 5.0848e-13
  r_SI = 8.5921 fOhm m^2; R: diffusion 8.5921,
  exact closure 8.7348, Boltzmann 8.7563 fOhm m^2
F|semiconductor, open: r_b = 846.214 fOhm m^2, gamma = 0.0000
  p: diffusion 4.9748e-04, exact closure 4.9588e-04, Boltzmann 4.9650e-04
  r_SI = 4.2918 fOhm m^2; R: diffusion 850.5061,
  exact closure 906.2190, Boltzmann 906.2298 fOhm m^2
F|semiconductor, barrier: r_b = 112125.095 fOhm m^2, gamma = 0.5038
  p: diffusion 4.3948e-01, exact closure 4.3929e-01, Boltzmann 4.3928e-01
  r_SI = 3632.7581 fOhm m^2; R: diffusion 87300.7805,
  exact closure 87367.2493, Boltzmann 87367.9589 fOhm m^2
mismatch limit beta r_F/(r_F+r_N), F|semiconductor: 5.2311e-04
r_b for p = gamma/2 at barrier gamma: 16390.99 fOhm m^2
barrier: current density 1.0e+07 A/m^2, spin accumulation 0.1442 mV
```
